# The Vinet Equation of State and Its Decay Parameter: Two Derivations, part 1

(Sections cited here and not found follow in the second part.)

## From the binding curve to the pressure

Hafnia in a memory capacitor can crystallize in more than one structure. The monoclinic form has no switchable polarization, while a denser orthorhombic form is polar and can store a bit. The two differ in energy and in volume, so pressure changes their balance. To find by how much, one needs the energy of each phase as a function of volume, and its slope, over a range of compression. Suppose that much less is at hand: an equilibrium volume, a bulk modulus, and the rate at which the modulus rises with pressure. A binding curve of assumed shape can turn these three numbers into a complete relation between pressure and volume. The question is what the third number says about that curve.

### Assumptions and conventions

Consider one formula unit of a crystal at zero temperature, with the nuclei at rest. Its volume is $V$, its energy $E$. The stress is hydrostatic, and pressure $P$ is positive in compression. The algebra is in atomic units; the numbers are in eV and Å.

Let $r$ be a length that measures the size of the formula unit,

$$V=c\,r^3,$$

with $c$ a fixed number. For $c=1$, $r$ is the edge of a cube of volume $V$; for $c=4\pi/3$ it is the radius of a sphere of that volume. The assumed binding curve is the Rydberg form,

$$E(r)=-D(1+a)e^{-a},\qquad a=\frac{r-r_0}{l}.$$

Here $r_0$ is the equilibrium length, $D>0$ the depth of the curve and $l>0$ its decay length. The energy is $-D$ at $r=r_0$ and tends to zero at large $r$. This shape is a model and does not follow from the laws of quantum mechanics for a general solid.

Monoclinic and orthorhombic cells do not keep their shape under pressure, so the meaning of $E(V)$ must be fixed. Let $U(V,s)$ be the energy at volume $V$, where $s$ stands for the cell shape and the atomic positions at that volume. For each phase, define $E(V)$ as the local minimum of $U$ over $s$ that is continuously connected to the structure of that phase. The minimum over all structures would switch from one phase to another and would leave a metastable phase without a curve of its own. Along the relaxed path $s(V)$,

$$\frac{dE}{dV}=\frac{\partial U}{\partial V}+\frac{\partial U}{\partial s}\frac{ds}{dV}=\frac{\partial U}{\partial V},$$

because $\partial U/\partial s=0$ at the minimum. The relation $P=-dE/dV$ therefore holds for the relaxed curve, and $r$ is simply a measure of $V^{1/3}$. Whether that relaxed curve has the Rydberg shape is a separate assumption.

### The pressure

Let $V_0=c\,r_0^3$ and define the linear ratio

$$x=\frac{r}{r_0}=\left(\frac{V}{V_0}\right)^{1/3},\qquad \eta=\frac{r_0}{l}.$$

Then $a=(r_0x-r_0)/l=\eta(x-1)$. If another value of $c$ is chosen, both $r_0$ and $l$ are multiplied by the same factor, and $\eta$ is unchanged. The equation of state will contain $\eta$ but not $l$ by itself, so it does not depend on the choice of $r$.

Differentiate the energy with respect to $a$ by the product rule:

$$\frac{dE}{da}=-D\left[e^{-a}-(1+a)e^{-a}\right]=D\,a\,e^{-a}.$$

Since $da/dx=\eta$,

$$\frac{dE}{dx}=D\eta^2(x-1)e^{-\eta(x-1)}.$$

The volume is $V=V_0x^3$, so $dV/dx=3V_0x^2$. Hence

$$P=-\frac{dE/dx}{dV/dx}=\frac{D\eta^2}{3V_0}\,\frac{1-x}{x^2}\,e^{\eta(1-x)}.$$

The minus sign has turned $x-1$ into $1-x$. In compression $x<1$, and the pressure is positive as it should be.

The depth $D$ can now be replaced by the bulk modulus

$$B=-V\frac{dP}{dV}.$$

With $V/(dV/dx)=V_0x^3/(3V_0x^2)=x/3$ this becomes

$$B=-\frac{x}{3}\frac{dP}{dx}.$$

At $x=1$ the factor $1-x$ vanishes, so the one surviving term in $dP/dx$ comes from differentiating that factor. It gives $dP/dx=-D\eta^2/(3V_0)$, and the modulus at zero pressure is

$$B_0=\frac{D\eta^2}{9V_0}.$$

Thus $D\eta^2/(3V_0)=3B_0$, and the pressure takes the Vinet form

$$P=3B_0\,\frac{1-x}{x^2}\,e^{\eta(1-x)}.$$

The factor $x^{-2}$ is geometric: a given change of length changes the volume less when the crystal is small, so the same force against length corresponds to a larger pressure. The exponential carries the shape of the binding curve.

### The pressure derivative of the modulus

Differentiate the Vinet form with the product rule:

$$\frac{dP}{dx}=3B_0e^{\eta(1-x)}\left[-\frac{1}{x^2}-\frac{2(1-x)}{x^3}-\frac{\eta(1-x)}{x^2}\right].$$

Multiply by $-x/3$ and take out $x^{-2}$:

$$B=\frac{B_0}{x^2}e^{\eta(1-x)}\left[x+2(1-x)+\eta x(1-x)\right].$$

The first two terms in the bracket add to $2-x=1+(1-x)$, so

$$B=\frac{B_0}{x^2}e^{\eta(1-x)}\left[1+(1-x)(1+\eta x)\right].$$

This is a product of three factors, each equal to 1 at $x=1$ apart from $B_0$. Its derivative there is $B_0$ times the sum of the derivatives of the factors. The power $x^{-2}$ contributes $-2$, the exponential $-\eta$, and the bracket $-(1+\eta)$. Therefore

$$\left.\frac{dB}{dx}\right|_{x=1}=-B_0(3+2\eta),\qquad \left.\frac{dP}{dx}\right|_{x=1}=-3B_0.$$

The pressure derivative of the modulus at zero pressure, written $B_0'$, is the ratio of the two:

$$B_0'=\left.\frac{dB}{dP}\right|_{P=0}=1+\frac{2}{3}\eta,\qquad \eta=\frac{3}{2}(B_0'-1).$$

In terms of the decay length, $l=r_0/\eta=2r_0/[3(B_0'-1)]$. A short decay length, compared with the size of the formula unit, means a modulus that rises quickly with pressure. In the opposite limit $\eta\to0$ at fixed $B_0$, the force becomes linear in $x-1$ and $B_0'\to1$. That remaining 1 comes from geometry. A measured or computed value $B_0'\le1$ would require $\eta\le0$, which no decaying Rydberg curve can supply.

### The energy and the two ends of the curve

The relation $B_0=D\eta^2/(9V_0)$ gives the depth $D=9B_0V_0/\eta^2$. Measured from its minimum, the energy is

$$E-E_0=\frac{9B_0V_0}{\eta^2}\left\{1-[1+\eta(x-1)]e^{-\eta(x-1)}\right\},$$

where $E_0$ is the energy at $V_0$.

At extreme compression, $x\to0$, the pressure tends to $3B_0e^{\eta}x^{-2}$, which is proportional to $V^{-2/3}$. A pressure proportional to $V^{-2/3}$ has $B=\frac23P$, so $dB/dP\to2/3$. A nonrelativistic degenerate electron gas has $P\propto V^{-5/3}$ and $dB/dP=5/3$. The Vinet form is therefore too soft in this limit. The cause is visible in the binding curve: at $r=0$ its energy has the finite value $D(\eta-1)e^{\eta}$, whereas the kinetic energy of confined electrons grows without bound.

On the stretched side, the modulus vanishes when its bracket does. Expanding gives $2+(\eta-1)x-\eta x^2=0$, with the positive root

$$x_s=\frac{\eta-1+\sqrt{(\eta-1)^2+8\eta}}{2\eta}.$$

Beyond $x_s$ the model crystal is unstable against uniform expansion, and the equation of state no longer describes a solid in equilibrium under tension.

### Numbers for a hafnia-like phase

Take rough typical values for monoclinic hafnia: $V_0=35.0$ Å$^3$ per formula unit, $B_0=1.20$ eV/Å$^3$ (192 GPa) and $B_0'=4.0$. Then

$$\eta=\tfrac32(4.0-1)=4.5.$$

The cube edge is $r_0=3.271$ Å, with decay length $3.271/4.5=0.727$ Å. With the sphere radius, $r_0=2.029$ Å and $l=0.451$ Å. The two decay lengths describe the same curve, so a value of $l$ has meaning only together with the definition of $r$.

At 10% compression $V/V_0=0.90$ and $x=0.96549$, so $1-x=0.03451$ and $x^2=0.9322$. The pressure is

$$P=3(1.20)\frac{0.03451}{0.9322}e^{4.5(0.03451)}=0.1333\times1.168=0.156\ \text{eV/Å}^3,$$

or 24.9 GPa. This is far above the pressure at which the monoclinic phase gives way to denser ones, as the crossing below shows, so the number illustrates the formula for a phase assumed to persist. The linear law $P=B_0(1-V/V_0)$ gives 0.120 eV/Å$^3$, which is 23% below the Vinet value. Raising $B_0'$ to 5.0 with $V_0$ and $B_0$ held fixed raises $\eta$ by 1.5. The pressure is then multiplied by $e^{1.5(0.03451)}=1.053$ and becomes 0.164 eV/Å$^3$.

### The crossing of two polymorphs

At given pressure and zero temperature, the phase with the lower enthalpy $H=E+PV$ is favoured. Along an equilibrium curve,

$$\frac{dH}{dP}=\left(\frac{dE}{dV}+P\right)\frac{dV}{dP}+V=V,$$

because the bracket vanishes. To see where $B_0'$ enters, expand the volume. From $d\ln V/dP=-1/B$ and $B=B_0+B_0'P$ to first order,

$$\ln\frac{V}{V_0}=-\frac{P}{B_0}+\frac{B_0'P^2}{2B_0^2}+\dots$$

Exponentiating to second order adds half the square of the first term:

$$V=V_0\left[1-\frac{P}{B_0}+\frac{(1+B_0')P^2}{2B_0^2}+\dots\right].$$

Integration over pressure gives

$$H=E_0+V_0\left[P-\frac{P^2}{2B_0}+\frac{(1+B_0')P^3}{6B_0^2}+\dots\right].$$

For the polar phase take, again as rough values, $V_0=33.5$ Å$^3$, $B_0=1.30$ eV/Å$^3$, $B_0'=4.0$ and an energy minimum 0.070 eV per formula unit above the monoclinic one. The lowest-order estimate of the crossing is

$$P_c\approx\frac{0.070}{35.0-33.5}=0.0467\ \text{eV/Å}^3.$$

The next order uses $V_0/B_0$, which is $35.0/1.20=29.17$ for the monoclinic phase and $33.5/1.30=25.77$ for the polar one, in Å$^6$/eV. Equal enthalpies then require, in these units,

$$0.070-1.5P+\tfrac12(29.17-25.77)P^2=0,$$

with the lower root $P=0.0494$. The crossing has moved up because the monoclinic phase shrinks more under pressure and so loses part of its disadvantage in volume. The cubic terms bring it down slightly, and the full Vinet curves cross at 0.0491 eV/Å$^3$, or 7.9 GPa.

If $B_0'$ of the polar phase is raised from 4.0 to 5.0 and all else is held fixed, the crossing moves to 0.0494 eV/Å$^3$, a change below 1%. The expansion shows why: $B_0'$ first appears in the cubic term, and $P/B_0$ is about 0.04 here. The decay parameter matters for the pressure at strong compression but little for this crossing. The moduli $B_0$ enter one order earlier. With the similar values used here the quadratic term moves the crossing by only about 6% from the lowest-order estimate, but a monoclinic modulus of 150 GPa, with all else fixed, would raise the crossing by about 18%, to 0.058 eV/Å$^3$.

## From the stiffness to the binding curve

The notation is as before. The volume per formula unit is $V=V_0x^3$, where $x$ is the ratio of the linear dimension $r$ to its equilibrium value $r_0$. The pressure is $P=-dE/dV$, the bulk modulus is $B=-(x/3)dP/dx$, and $B_0$ and $B_0'$ are the modulus and its pressure derivative at $P=0$. The first derivation started from the Rydberg energy with depth $D$ and decay length $l$. With $\eta=r_0/l$ it gave

$$P=3B_0\frac{1-x}{x^2}e^{\eta(1-x)},\qquad B_0=\frac{D\eta^2}{9V_0},\qquad B_0'=1+\frac23\eta.$$

The example used $V_0=35.0$ Å$^3$, $B_0=1.20$ eV/Å$^3$, $B_0'=4.0$ and $\eta=4.5$. Its polymorph crossing lay at 0.0491 eV/Å$^3$.

### What the modulus measures in any binding curve

The second derivation does not begin with an energy function. Let $E(x)$ be any smooth curve with a minimum at $x=1$, and let $F=dE/dx$. Primes on $F$ denote derivatives with respect to $x$. From $dV/dx=3V_0x^2$,

$$P=-\frac{F}{3V_0x^2}.$$

Its derivative is

$$\frac{dP}{dx}=-\frac{1}{3V_0}\left(\frac{F'}{x^2}-\frac{2F}{x^3}\right),$$

and multiplication by $-x/3$ gives

$$B=\frac{1}{9V_0}\left(\frac{F'}{x}-\frac{2F}{x^2}\right).$$

Write $E_2=F'(1)$ and $E_3=F''(1)$ for the second and third derivatives of the energy at the minimum, where $F(1)=0$. Then

$$B_0=\frac{E_2}{9V_0}.$$

One more differentiation gives

$$\frac{dB}{dx}=\frac{1}{9V_0}\left(\frac{F''}{x}-\frac{F'}{x^2}-\frac{2F'}{x^2}+\frac{4F}{x^3}\right).$$

At $x=1$ this equals $(E_3-3E_2)/(9V_0)$, while $dP/dx=-E_2/(3V_0)$. The ratio is

$$B_0'=1-\frac{E_3}{3E_2}.$$

This holds for every smooth binding curve with $E_2>0$. The pressure derivative of the modulus measures the leading, cubic asymmetry of the energy minimum in the linear dimension. A parabola in $x$ has $E_3=0$ and $B_0'=1$. If $E_3<0$, the curve is steeper on the compressed side near the minimum, and $B_0'>1$.

The Rydberg curve leads to the Vinet form, and for any smooth binding curve with $E_2>0$ the derivative $B_0'$ measures the cubic asymmetry of the energy minimum. It remains to obtain the Vinet form from a law for the stiffness, to compare it with other binding curves, and to see how conditions in a capacitor film shift the hafnia crossing.
